# Why an exponentially correlated Gaussian edge has infinitely many expected crossings

**Q:** I describe a resist line edge as a Gaussian random curve with exponential covariance. Its rms displacement is 1.2 nm however finely I sample it. Yet when I count how often a simulated edge crosses the mean line of the model, I get about 100 crossings per µm at a 1 nm step and about 200 at 0.25 nm. What number is this count converging to?

**A:** To settle that, we first have to say what is being counted. Let $x(z)$ be the displacement at position $z$ along the line: Gaussian, stationary, of zero mean, continuous, with covariance

$$R(z)=\langle x(z'+z)\,x(z')\rangle=\sigma^2e^{-|z|/\xi}.$$

Its variance is $R(0)=\sigma^2$. Define $N_u$, the number of crossings of level $u$ in a length $L$, as the largest number of sign changes of $x-u$ that any finite set of points in $L$ can show.

Now read the edge on a grid of step $d=L/2^n$. Refining the grid adds points, which can never remove a sign change. Any finite set of points with definite signs can also be moved onto a fine enough grid without altering the signs, because $x$ is continuous. The grid count therefore rises to $N_u$, and for a rising sequence of counts the mean rises to the mean of the limit. There are $L/d$ intervals, and each shows a sign change with the same probability $p_u(d)$, so

$$\frac{\langle N_u\rangle}{L}=\lim_{d\to0}\frac{p_u(d)}{d}.$$

Your question is now about two points: how fast does the chance that they lie on opposite sides of $u$ vanish as they approach each other?

**Q:** How do you get that chance for a general level?

**A:** Divide both displacements by $\sigma$, call them $X$ and $Y$, and put $h=u/\sigma$. For correlation $r$ their joint density is

$$\phi(a,b;r)=\frac{1}{2\pi\sqrt{1-r^2}}\exp\!\left[-\frac{a^2-2rab+b^2}{2(1-r^2)}\right].$$

Its Fourier transform is $\exp[-(s^2+2rst+t^2)/2]$. Differentiating this with respect to $r$ multiplies it by $-st$, and so does applying $\partial^2/\partial a\,\partial b$ to the density. Hence $\partial\phi/\partial r=\partial^2\phi/\partial a\,\partial b$. Integrate over $a>h$, $b>h$. Each lower limit gives a minus sign, and the two cancel:

$$\frac{d}{dr}P(X>h,Y>h)=\phi(h,h;r)=\frac{e^{-h^2/(1+r)}}{2\pi\sqrt{1-r^2}}.$$

The exponent follows from $2h^2(1-r)/[2(1-r^2)]=h^2/(1+r)$.

Opposite sides can occur in two equally likely ways, so $p_u=2[P(X>h)-P(X>h,Y>h)]$. At $r=1$ the two variables coincide and the bracket vanishes. Integrating from the actual correlation $\rho$ up to 1, and then setting $r=\cos\theta$, gives

$$p_u=\frac1\pi\int_\rho^1\frac{e^{-h^2/(1+r)}}{\sqrt{1-r^2}}\,dr=\frac1\pi\int_0^{\arccos\rho}e^{-h^2/(1+\cos\theta)}\,d\theta .$$

At $u=0$ this is $\arccos(\rho)/\pi$. For close points the upper limit is small, the integrand tends to $e^{-h^2/2}$, and $1-\cos\theta\approx\theta^2/2$ gives $\arccos\rho\approx\sqrt{2(1-\rho)}$. Therefore

$$\frac{p_u(d)}{d}\;\to\;\frac1\pi\,e^{-u^2/2\sigma^2}\,\frac{\sqrt{2(1-\rho(d))}}{d}.$$

**Q:** Where does the exponential covariance do its damage?

**A:** In the last factor. The mean-square increment is

$$\langle[x(z+d)-x(z)]^2\rangle=2R(0)-2R(d)=2\sigma^2(1-\rho(d)),$$

so $\sqrt{2(1-\rho)}$ is the rms increment over $d$ divided by the rms displacement. The crossing rate asks for this increment per unit distance.

For the exponential, $1-\rho\approx d/\xi$. The increment shrinks as $\sqrt d$, more slowly than $d$, and

$$\frac{p_u(d)}{d}\approx\frac1\pi\sqrt{\frac{2}{\xi d}}\;e^{-u^2/2\sigma^2}\;\to\;\infty .$$

So your count converges to no finite number. The variance is the height of the covariance at zero separation; the crossings depend on how the covariance leaves that height, and here it leaves with a cusp.

With $\xi=20$ nm and $d=1$ nm, the law gives $\sqrt{0.1}/\pi=0.1007$ per nm, or 100.7 crossings per µm. The full pair formula gives 99.8. A quarter of the step doubles the law, and the full formula then gives 200.9. At $d=0.01$ nm it gives 1007.

A high level does not help. At $u=2.4$ nm $=2\sigma$ the factor $e^{-2}=0.135$ lowers the counts, to 13.3 per µm at 1 nm and 136 at 0.01 nm, but it does not change their growth. The expected number is infinite for every finite $u$ and every positive $L$.

For a given $u$, the mean fraction of the length lying beyond it is fixed by the variance. As the count grows, this length is cut into ever more pieces, and their mean length per piece tends to zero. The new pieces are short ones near existing crossings, and long excursions survive. In a simulation at $u=0$, the piece containing a randomly chosen point is on average about 36 nm long at a 1 nm step and still about 30 nm at a 0.06 nm step.

**Q:** Fluctuations that produce unlimited crossings ought to show up in the variance. Why don't they?

**A:** Look at the spectrum. The Fourier transform of $R$ is

$$S(k)=2\sigma^2\int_0^\infty e^{-z/\xi}\cos kz\,dz=\frac{2\sigma^2\xi}{1+k^2\xi^2}.$$

Keep wavenumbers up to $K$. The variance is

$$\lambda_0(K)=\frac1\pi\int_0^K S\,dk=\frac{2\sigma^2}{\pi}\arctan(K\xi).$$

A slope brings a factor $k$ in amplitude and $k^2$ in power. Writing $k^2\xi^2/(1+k^2\xi^2)=1-1/(1+k^2\xi^2)$, the mean-square slope is

$$\lambda_2(K)=\frac1\pi\int_0^K k^2S\,dk=\frac{2\sigma^2}{\pi\xi^2}\left[K\xi-\arctan(K\xi)\right].$$

The first saturates at $\sigma^2$; the second grows linearly with $K$. Short waves have little amplitude, but they are steep, and where the edge is near the level, small steep ripples can carry it across more than once.

At $K=1\ \mathrm{nm}^{-1}$ the edge already has 96.8% of its full variance, with an rms slope of 0.21. At $K=100\ \mathrm{nm}^{-1}$ it has 99.97%, with an rms slope of 2.1. Between these cutoffs the zero crossings rise from 55.5 to 568 per µm.

**Q:** Then some blur should cure it. Does any cutoff work, and what rate does it leave?

**A:** Suppose first that the smoothed edge has a finite mean-square slope $\lambda_2=-R''(0)$. Its covariance then has a rounded top, $R(d)\approx\lambda_0-\lambda_2d^2/2$, so $2(1-\rho)\approx\lambda_2d^2/\lambda_0$. The step cancels, and with $\lambda_0$ replacing $\sigma^2$ we obtain Rice's formula:

$$\frac{\langle N_u\rangle}{L}=\frac1\pi\sqrt{\frac{\lambda_2}{\lambda_0}}\;e^{-u^2/2\lambda_0}.$$

Not every filter achieves this. At large $k$ the product $k^2S$ tends to the constant $2\sigma^2/\xi$, so the power transmission of the filter must itself have a finite integral over $k$. Halving all short waves, for example, leaves the divergence in place. A finite sampling step also keeps the count finite, but the result then depends on the step.

Take a Gaussian blur of standard deviation $s$, which multiplies $S$ by $e^{-k^2s^2}$. With $b=1/\xi$,

$$\lambda_0=\frac{\sigma^2}{\pi\xi}\int_{-\infty}^{\infty}\frac{e^{-s^2k^2}}{k^2+b^2}\,dk .$$

To do the integral, define $G(q)=\int e^{-q(k^2+b^2)}/(k^2+b^2)\,dk$ over all $k$. Then $G'(q)=-\sqrt{\pi/q}\;e^{-qb^2}$ and $G(\infty)=0$. Integrating back from infinity, with $t=v^2/b^2$,

$$G(s^2)=\int_{s^2}^\infty\sqrt{\frac{\pi}{t}}\,e^{-tb^2}dt=\frac{2\sqrt\pi}{b}\int_{bs}^\infty e^{-v^2}dv=\pi\xi\,\mathrm{erfc}(s/\xi).$$

The integral in $\lambda_0$ is $e^{s^2b^2}G(s^2)$, so

$$\lambda_0=\sigma^2e^{s^2/\xi^2}\,\mathrm{erfc}(s/\xi).$$

For the slope, insert $k^2=(k^2+b^2)-b^2$. The first part cancels the denominator and leaves $\int e^{-s^2k^2}dk=\sqrt\pi/s$; the second returns $-\lambda_0/\xi^2$:

$$\lambda_2=\frac{1}{\xi^2}\left[\frac{\sigma^2\xi}{\sqrt\pi\,s}-\lambda_0\right].$$

For $s=2$ nm, $\lambda_0=1.291\ \mathrm{nm}^2$ and $\lambda_2=0.0171$. The zero-crossing rate is $\sqrt{0.01708/1.2909}/\pi=0.0366$ per nm, or 36.6 per µm. At $u=2.4$ nm it is multiplied by $e^{-5.76/2.582}=0.107$, giving 3.9 per µm. Sampling now converges: the zero count is 35.8 at a 2 nm step, 36.4 at 1 nm and 36.6 at 0.01 nm.

A simulation of 1500 edges, each 1 µm long and read every 0.25 nm, tests both cases. The mean zero counts were $201.5\pm0.9$ without blur and $36.8\pm0.2$ with it, where the uncertainties are standard errors. The formulas give 200.9 and 36.6.

**Q:** So 36.6 per µm is the true crossing density of my edge?

**A:** It is the density of the edge with that blur. For $s\ll\xi$ the first term of $\lambda_2$ dominates and $\lambda_0\to\sigma^2$, so the zero-crossing rate becomes $\pi^{-1}(\sqrt\pi\,s\,\xi)^{-1/2}$. The cutoff never drops out. With $\sigma$ and $\xi$ held fixed, reducing $s$ from 2 to 1 nm changes the rms displacement from 1.136 to 1.167 nm, about 3%, while the zero crossings rise from 36.6 to 52.6 per µm, about 44%.

**Q:** Go back to the unblurred model. If my device uses a 20 nm piece of edge, must that piece contain infinitely many crossings?

**A:** No. The mean is infinite, but a piece may have none. The exponential covariance makes the edge Markovian. For $z_0<z_1<z_2$, the remainder $x(z_2)-e^{-(z_2-z_1)/\xi}x(z_1)$ has covariance with $x(z_0)$ equal to

$$\sigma^2\left[e^{-(z_2-z_0)/\xi}-e^{-(z_2-z_1)/\xi}e^{-(z_1-z_0)/\xi}\right]=0,$$

and jointly Gaussian variables with zero covariance are independent. After its first zero the edge therefore forgets its past, and either sign at the far end is equally likely. Ends of opposite sign require a zero, and half of the pieces with a zero have such ends. Thus $\arccos(\rho)/\pi=\tfrac12P(\text{zero})$, and

$$P(\text{no zero in }L)=1-\frac2\pi\arccos(e^{-L/\xi})=\frac2\pi\arcsin(e^{-L/\xi}).$$

For $L=\xi=20$ nm this is 0.24. A finite-difference solution of the edge with an absorbing boundary at zero gives the same value.

The other 76% of pieces have infinitely many crossings. To see this, start from a zero and look at distances $a<b\ll\xi$ beyond it. Given the zero, the covariance of $x(a)$ and $x(b)$ is

$$\sigma^2\left[e^{-(b-a)/\xi}-e^{-(a+b)/\xi}\right]\approx\frac{2\sigma^2a}{\xi},$$

and the variances are $2\sigma^2a/\xi$ and $2\sigma^2b/\xi$. The correlation is $\sqrt{a/b}$, which vanishes for widely separated scales. Choose $n$ points, each far closer to the zero than the last. Their signs approach $n$ independent fair coin tosses, so the chance that all agree approaches $2\cdot2^{-n}$. As $n$ is arbitrary, the chance of no sign change near the zero is nil, however short the stretch. Crossings therefore pile up at the first zero.

**Q:** How much of this should I believe for a real resist?

**A:** The divergence belongs to the model. The inputs are round illustrative values, not fitted to a particular resist, and the 2 nm Gaussian blur is an assumed stand-in for whatever smooths the shortest waves, such as molecular size or acid diffusion. Acid diffusion also helps set $\xi$ in a real resist, so $s$ and $\xi$ need not be independent there as they are in this model. Without blur, the rms increment equals the step when $2\sigma^2(1-e^{-d/\xi})=d^2$, at $d\approx2\sigma^2/\xi=0.14$ nm. At that step about a third of the increments are steeper than 45°, so a description by one displacement at each position becomes doubtful. The step is also already smaller than a resist molecule.

On a 1 µm edge, microscope noise moves the count most of the neglected effects sized here. Suppose each reading, taken every 1 nm, carries independent noise of 0.3 nm rms. The noise-free count of 36.4 per µm means $\rho=\cos(0.03642\pi)=0.9935$. Noise adds $0.09\ \mathrm{nm}^2$ to the variance but nothing to the covariance, so

$$\rho_{\rm noisy}=0.9935\times\frac{1.291}{1.381}=0.929,$$

and $\arccos(0.929)/\pi$ gives about 121 crossings per µm. A 7% increase in variance has more than tripled the count. Finer sampling makes this worse, because $\rho_{\rm noisy}$ stays below 1 as $d\to0$ and the rate grows as $1/d$.

The covariance may also have another shape. For $R=\sigma^2\exp[-(|z|/\xi)^{2\alpha}]$ with $0<\alpha<1$, $1-\rho\approx(d/\xi)^{2\alpha}$, and the unblurred rate still diverges, as $d^{\alpha-1}$. With $\alpha=0.7$ and the same $\sigma$, $\xi$ and blur, the zero-crossing rate is 30.2 per µm instead of 36.6.

Real edges need not be Gaussian either. Giving the blurred edge a skewness of 0.2 through a quadratic distortion, at fixed variance, raises the crossings of $u=2.4$ nm from 3.9 to 4.8 per µm. Single edges scatter as well: in the simulation, the count at that level on a 1 µm edge had a standard deviation of 3.1.

The formulas measure the level from the mean of the model. Subtracting a mean or a straight line fitted to each edge removes its longest waves, which lowers the variance and raises the zero count, most of all on short edges. For the blurred edge read every 0.25 nm, simulation gives about 37, 46 and 89 crossings per µm after removing the mean from edges 1000, 100 and 20 nm long. After removing a straight line it gives about 38, 57 and 139.

If you report a crossing count, state the sampling step, the blur, the noise and the edge length with it. The numerical output below gives the values for other steps and blurs.

## Computed values

```
edge rms sigma = 1.2 nm, correlation length xi = 20.0 nm
blur s = 2.0 nm, level u = 2.4 nm, edge = 1000 nm
Zero crossings per um at sampling step d:
 d (nm) | unblurred | small-d law | blurred
  4.00 |    48.67 |    50.33 |   33.78
  2.00 |    70.00 |    71.18 |   35.83
  1.00 |    99.82 |   100.66 |   36.42
  0.50 |   141.76 |   142.35 |   36.57
  0.25 |   200.90 |   201.32 |   36.61
  0.01 |  1006.50 |  1006.58 |   36.62
Unblurred crossings per um of level u:
 d = 1.00 nm: 13.29
 d = 0.25 nm: 27.08
 d = 0.01 nm: 136.19
Sharp spectral cutoff K:
 K (1/nm) | variance/sigma^2 | rms slope | zero crossings per um
     1 | 0.9682 | 0.206 | 55.5
    10 | 0.9968 | 0.674 | 179.2
   100 | 0.9997 | 2.140 | 567.8
Gaussian blur s:
 s (nm) | rms edge (nm) | rms slope | zero crossings per um
 0.5 | 1.183 | 0.279 | 75.00
 1.0 | 1.167 | 0.193 | 52.61
 2.0 | 1.136 | 0.131 | 36.62
 4.0 | 1.079 | 0.085 | 25.10
blurred variance lam0 = 1.2909 nm^2
blurred mean-square slope lam2 = 0.01708
blurred crossings of u = 3.93 per um
Simulation: 1500 edges, step 0.25 nm, mean count per um:
 unblurred, zero level: 201.45 +- 0.86
 blurred, zero level: 36.84 +- 0.17
 blurred, level u: 3.89 +- 0.08
 edge-to-edge scatter, blurred, zero level: 6.4
 edge-to-edge scatter, blurred, level u: 3.1
chance of no zero in 20 nm, unblurred: 0.2398
 same from finite differences: 0.2398
Chance to reach zero within 1 nm, unblurred, from start x0:
 x0 = 0.1 nm: 0.7972
 x0 = 0.01 nm: 0.9795
 x0 = 0.001 nm: 0.9979
Neglected effects:
 noise 0.3 nm at 1.0 nm steps: 120.9 zero crossings per um
 exponent 0.7, blurred: 30.23 zero crossings per um
 skewness 0.2, blurred: 4.83 crossings of u per um
 rms increment equals step at d = 0.1435 nm
```
